# Second-layer nucleation without a step-edge barrier: why layer-by-layer growth is marginal: test program

```python
"""
Result under test: without a step-edge barrier and with stable dimers, island
spacing l and second-layer critical radius Rc both scale as (D/F)^(1/6), so
Rc/l and the number M of second-layer nuclei per island at touching tend to
fixed values for large D/F.
Units: lattice constant = 1. F: flux per site; D: hop rate per direction;
N: islands per site; l = N^(-1/2); theta: coverage; sigma1: encounter number,
nucleation rate per site = sigma1*D*n^2 for adatom density n.
Rc: radius at which one second-layer nucleus is expected, N held fixed.
"""
import numpy as np
from scipy import sparse
from scipy.sparse.linalg import spsolve
from scipy.integrate import quad, dblquad, solve_ivp
from scipy.optimize import brentq

pi = np.pi


def mean_bracket(s):
    """Integral over x from s to 1 of ln(x/s) - x + s."""
    return -np.log(s) - 1.5 + 2*s - s**2/2


def K(s):
    """Integral over x from s to 1 of (ln(x/s) - x + s)^2."""
    g = -np.log(s)
    return g*g - 3*g + 2*s*g + 2.5 - 4*s + 1.5*s*s + (1 - s)**3/3


def B(t):
    """Integral of K from 0 to t."""
    g = -np.log(t)
    return (t*(g*g - g + 1.5) + t*t*(g - 1.5) + t**3/2
            + (1 - (1 - t)**4)/12)


# ---- integrals of the continuum model, by quadrature
for s in (0.05, 0.2, 0.6):
    direct = quad(lambda x: (np.log(x/s) - x + s)**2, s, 1)[0]
    assert abs(direct - K(s)) < 1e-8
    direct = quad(lambda x: np.log(x/s) - x + s, s, 1)[0]
    assert abs(direct - mean_bracket(s)) < 1e-8
    assert abs(quad(K, 0, s)[0] - B(s)) < 1e-7
total_K = dblquad(lambda u, x: x*(-np.log(u) - x*(1 - u))**2,
                  0, 1, 0, 1)[0]
assert abs(total_K - 7/12) < 1e-6
top_integral = quad(lambda r: 2*pi*r*((1 - r*r)/4)**2, 0, 1)[0]
assert abs(top_integral - pi/48) < 1e-10


# ---- two walkers on a lattice: nucleation rate without mean-field step
def disc(size, radius):
    x = np.arange(size) - size//2
    return x[:, None]**2 + x[None, :]**2 < radius**2


def walker_generator(free):
    """Minus the hop generator (D = 1); leaving the free sites absorbs."""
    count = int(free.sum())
    index = -np.ones(free.shape, dtype=int)
    index[free] = np.arange(count)
    rows, cols = [], []
    for axis in (0, 1):
        for shift in (1, -1):
            neighbour = np.roll(index, shift, axis)
            both = free & (neighbour >= 0)
            rows.append(index[both])
            cols.append(neighbour[both])
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    links = sparse.csr_matrix((np.ones(len(rows)), (rows, cols)),
                              shape=(count, count))
    return (4*sparse.identity(count) - links).tocsr(), links


def lattice_rate(free):
    """Return (rate*D/F^2, density*D/F). One adatom is present with its
    steady density, a second lands anywhere; they nucleate if they become
    neighbours before either is absorbed."""
    H, links = walker_generator(free)
    count = H.shape[0]
    density = spsolve(H.tocsc(), np.ones(count))
    near = (links.toarray() + np.eye(count) > 0).astype(float)
    far = 1 - near

    def apply(u):
        w = H @ u
        return far*(w + w.T)

    meet = np.zeros((count, count))
    residual = -apply(near)
    direction = residual.copy()
    norm = np.vdot(residual, residual)
    target = norm*1e-12
    for _ in range(2000):
        image = apply(direction)
        step = norm/np.vdot(direction, image)
        meet += step*direction
        residual -= step*image
        new_norm = np.vdot(residual, residual)
        if new_norm < target:
            break
        direction = residual + (new_norm/norm)*direction
        norm = new_norm
    else:
        raise RuntimeError("conjugate gradients did not converge")
    rate = density @ (near + meet).sum(axis=1)
    return rate, density


def absorbing_radius(density):
    """Disc radius from the total density pi*R^4/8 of a single walker."""
    return (8*density.sum()/pi)**0.25


print("Two walkers on island tops (lattice, no mean-field step)")
log_R, inverse_sigma = [], []
for radius in (5.5, 8.5, 12.5, 16.5):
    rate, density = lattice_rate(disc(2*int(radius) + 5, radius))
    R = absorbing_radius(density)
    sigma = 48*rate/(pi*R**6)
    log_R.append(np.log(R))
    inverse_sigma.append(2*pi/sigma)
    print(f" R = {R:.2f} a: rate*D/F^2 = {rate:.4g}, sigma1 = {sigma:.3f}")
# parabolic profile: its height at the centre of the largest disc
assert abs(density.max()/(R*R/4) - 1) < 0.03
log_slope = ((inverse_sigma[-1] - inverse_sigma[1])
             / (log_R[-1] - log_R[1]))
print(f" slope of 2 pi/sigma1 against ln R = {log_slope:.3f} (theory 1)")
# next-order terms are of relative order 1/ln^2, not small at these radii
assert abs(log_slope - 1) < 0.3

print("Top of island against ground around it (lattice)")
quotients, ground_rates = [], []
for size, radius in ((16, 3.55), (22, 5.05), (30, 7.07)):
    island = disc(size, radius)
    top_rate, top_density = lattice_rate(island)
    blocked = island.copy()
    for axis in (0, 1):
        for shift in (1, -1):
            blocked |= np.roll(island, shift, axis)
    ground_rate, ground_density = lattice_rate(~blocked)
    R = absorbing_radius(top_density)
    cover = pi*R*R/size**2
    ratio = top_rate/ground_rate
    mean_field = cover**3/(3*K(cover))
    quotients.append(ratio/mean_field)
    ground_rates.append(ground_rate)
    print(f" cell {size} a, theta = {cover:.3f}: "
          f"ground rate*D/F^2 = {ground_rate:.4g}")
    print(f"  top/ground = {ratio:.5f}, mean field {mean_field:.5f}, "
          f"quotient {ratio/mean_field:.3f}")
expected_total = size**4/(4*pi)*mean_bracket(cover)
# square cell and lattice edge differ slightly from the circular cell
assert abs(ground_density.sum()/expected_total - 1) < 0.15
growth = ground_rates[-1]/ground_rates[0]
drift = quotients[-1]/quotients[0] - 1
print(f" smallest to largest cell: ground rate times {growth:.1f}, "
      f"quotient changes by {100*drift:.1f} %")
# corrections of order 1/ln remain at these small sizes
assert growth > 10 and abs(drift) < 0.35
assert all(0.5 < q < 2.5 for q in quotients)


# ---- time-dependent rate equations with the initial transient
touching = pi/4


def grow(ratio_DF, sigma1, atoms_used=2):
    """Return N and M at touching; n: adatoms, s: island coverage.
    atoms_used: adatoms removed by each nucleation (0 switches this off)."""
    def rhs(theta, y):
        n, s, N, M = y
        s = max(s, 1e-14)
        m = mean_bracket(s)
        nucleation = sigma1*ratio_DF*n*n*K(s)/m**2
        capture = 4*pi*ratio_DF*N*n*(1 - s)/m
        gain = capture + atoms_used*nucleation
        top = sigma1*pi/(48*ratio_DF)*(s/(pi*N))**3
        return [1 - s - gain, s + gain, nucleation, top]
    run = solve_ivp(rhs, (0, touching), [0, 2e-12, 1e-12, 0],
                    method="LSODA", rtol=1e-8, atol=1e-16)
    assert run.success
    return run.y[2, -1], run.y[3, -1]


def critical_radius(ratio_DF, sigma1, N):
    """Radius with one expected top nucleus, by direct integration."""
    def expected(R):
        return quad(lambda r: sigma1/ratio_DF*top_integral*r**6
                    * 2*pi*N*r, 0, R)[0]
    return brentq(lambda R: expected(R) - 1, 1e-3, 10/np.sqrt(N))


M_theory = quad(lambda t: t**3/B(t), 0, touching)[0]/9
ratio_theory = 21**0.125/np.sqrt(pi)
sigma1 = 3.0
print(f"Rate equations, sigma1 = {sigma1:.0f}, "
      f"touching at theta = {touching:.4f}")
spacings, radii, excesses = [], [], []
flux_ratios = (1e6, 1e8, 1e10, 1e12)
for ratio_DF in flux_ratios:
    N, M = grow(ratio_DF, sigma1)
    Rc = critical_radius(ratio_DF, sigma1, N)
    spacings.append(N**-0.5)
    radii.append(Rc)
    excesses.append(M/M_theory - 1)
    N_formula = (7*sigma1/(64*pi**2*ratio_DF))**(1/3)
    print(f" D/F = {ratio_DF:.0e}: N = {N:.4e} per site "
          f"(formula {N_formula:.4e})")
    print(f"  l = {N**-0.5:.2f} a, Rc = {Rc:.2f} a, "
          f"Rc/l = {Rc*N**0.5:.4f}, M = {M:.5f}")
decades = np.log(flux_ratios[-1]/flux_ratios[-2])
slope_l = np.log(spacings[-1]/spacings[-2])/decades
slope_R = np.log(radii[-1]/radii[-2])/decades
print(f" exponent of l = {slope_l:.4f}, of Rc = {slope_R:.4f}, "
      f"1/6 = {1/6:.4f} (last two D/F)")
print(f" closed forms: Rc/l = {ratio_theory:.4f}, M = {M_theory:.5f}")
print(f" islands with a second layer at touching = "
      f"{100*(1 - np.exp(-M_theory)):.2f} % (closed form)")
print(" excess of M over closed form: "
      + ", ".join(f"{100*e:.2f}" for e in excesses) + " %")
assert abs(slope_l - 1/6) < 0.003 and abs(slope_R - 1/6) < 0.003
assert abs(N/N_formula - 1) < 0.01
assert abs(radii[-1]/spacings[-1]/ratio_theory - 1) < 0.01
# the excess must fade at every step and be small at the largest D/F
assert all(abs(b) < abs(a) for a, b in zip(excesses, excesses[1:]))
assert abs(excesses[-1]) < 0.02

# cause of the excess: adatoms used up by nucleation itself
M_no_loss = grow(1e10, sigma1, atoms_used=0)[1]
excess_no_loss = M_no_loss/M_theory - 1
print(f" D/F = 1e+10, no adatoms used by nucleation: "
      f"excess {100*excess_no_loss:.2f} %")
assert abs(excess_no_loss) < 0.5*abs(excesses[2])

N_double, M_double = grow(flux_ratios[-1], 2*sigma1)
print(f" sigma1 doubled at D/F = {flux_ratios[-1]:.0e}: "
      f"N times {N_double/N:.4f}, M = {M_double:.5f}")
assert abs(M_double/M_theory - 1) < 0.02
assert abs(N_double/N - 2**(1/3)) < 0.02

print("verified")
```

Output:

```
Two walkers on island tops (lattice, no mean-field step)
 R = 5.93 a: rate*D/F^2 = 1.146e+04, sigma1 = 4.025
 R = 8.81 a: rate*D/F^2 = 1e+05, sigma1 = 3.263
 R = 12.84 a: rate*D/F^2 = 8.077e+05, sigma1 = 2.750
 R = 16.92 a: rate*D/F^2 = 3.781e+06, sigma1 = 2.461
 slope of 2 pi/sigma1 against ln R = 0.963 (theory 1)
Top of island against ground around it (lattice)
 cell 16 a, theta = 0.176: ground rate*D/F^2 = 1.492e+05
  top/ground = 0.00680, mean field 0.00404, quotient 1.682
 cell 22 a, theta = 0.189: ground rate*D/F^2 = 6.958e+05
  top/ground = 0.00992, mean field 0.00596, quotient 1.666
 cell 30 a, theta = 0.182: ground rate*D/F^2 = 4.632e+06
  top/ground = 0.00727, mean field 0.00487, quotient 1.492
 smallest to largest cell: ground rate times 31.1, quotient changes by -11.3 %
Rate equations, sigma1 = 3, touching at theta = 0.7854
 D/F = 1e+06: N = 2.9471e-03 per site (formula 3.2155e-03)
  l = 18.42 a, Rc = 14.72 a, Rc/l = 0.7989, M = 0.02359
 D/F = 1e+08: N = 6.7285e-04 per site (formula 6.9276e-04)
  l = 38.55 a, Rc = 31.48 a, Rc/l = 0.8165, M = 0.01981
 D/F = 1e+10: N = 1.4796e-04 per site (formula 1.4925e-04)
  l = 82.21 a, Rc = 67.64 a, Rc/l = 0.8228, M = 0.01863
 D/F = 1e+12: N = 3.2080e-05 per site (formula 3.2155e-05)
  l = 176.56 a, Rc = 145.61 a, Rc/l = 0.8248, M = 0.01828
 exponent of l = 0.1660, of Rc = 0.1665, 1/6 = 0.1667 (last two D/F)
 closed forms: Rc/l = 0.8255, M = 0.01815
 islands with a second layer at touching = 1.80 % (closed form)
 excess of M over closed form: 29.95, 9.16, 2.63, 0.70 %
 D/F = 1e+10, no adatoms used by nucleation: excess -0.13 %
 sigma1 doubled at D/F = 1e+12: N times 1.2593, M = 0.01831
verified
```
